\section*{Thermodynamic and vertical charge-transition levels of a defect with displaced parabolas, part 1}

(Sections cited here and not found follow in the second part.)

\section{The levels and how they are related}

\textbf{Q.} A calculation on one defect gives me one charge-transition level when the atoms relax and others when they are held fixed. How can a single defect have several levels?

\textbf{A.} Each level answers a different question about the same two charge states. Let state $B$ contain $n$ more electrons than state $A$, with $n\geq 1$. If the charges are $q_A$ and $q_B$ in units of the elementary charge, then
\begin{equation}
q_B=q_A-n ,
\end{equation}
because electrons are negative. Let the column vector $Q$ collect the displacements of all atoms. In the Born--Oppenheimer picture each charge state has its own total energy surface, $E^{\rm tot}_A(Q)$ and $E^{\rm tot}_B(Q)$. The minima lie at $Q_A$ and $Q_B$, in general at different places, since the added electrons exert forces on the atoms.

One question is which state is stable when the atoms may relax in both. Another is what it costs to add or remove electrons while the atoms stand still. The second can have a different answer at each geometry.

\textbf{Q.} Total energies with different numbers of electrons cannot be compared directly. Where do the extra electrons come from?

\textbf{A.} From a reservoir with Fermi level $\mu$, measured from a chosen band edge of energy $E_{\rm v}$. The formation energy of state $X$, which is $A$ or $B$, is
\begin{equation}
\Phi_X(Q)=E^{\rm tot}_X(Q)-C+q_X(E_{\rm v}+\mu).
\end{equation}
The constant $C$ holds the energy of the perfect host and the chemical potentials of atoms added or removed. Both states contain the same atoms, so $C$ is the same for both. Subtraction gives
\begin{align}
\Phi_B(Q')-\Phi_A(Q)
&=E^{\rm tot}_B(Q')-E^{\rm tot}_A(Q)+(q_B-q_A)(E_{\rm v}+\mu)\nonumber\\
&=E^{\rm tot}_B(Q')-nE_{\rm v}-E^{\rm tot}_A(Q)-n\mu .
\end{align}
It is convenient to absorb the band edge by writing $E_A=E^{\rm tot}_A$ and $E_B=E^{\rm tot}_B-nE_{\rm v}$. A common constant may be subtracted from both. Then
\begin{equation}
\Phi_B(Q')-\Phi_A(Q)=E_B(Q')-E_A(Q)-n\mu .
\label{eq:grand}
\end{equation}
All levels below are measured from the same edge as $\mu$.

\textbf{Q.} Then the relaxed level is the Fermi level at which the two states are equally favourable?

\textbf{A.} Yes. Put each state at its own minimum and set \eqref{eq:grand} to zero. The solution for $\mu$ is the thermodynamic transition level,
\begin{equation}
\varepsilon=\frac{E_B(Q_B)-E_A(Q_A)}{n}.
\label{eq:thermo}
\end{equation}
The difference of relaxed formation energies is then $n(\varepsilon-\mu)$. For $\mu<\varepsilon$ it is positive and $A$ is the more stable of the two; for $\mu>\varepsilon$ it is $B$. These are energies of classical minima. Vibrations and spin degeneracy are left out here and are treated with the example.

If $n=2$, the crossing of $A$ and $B$ does not show that either is the most stable state of the defect. The state with one added electron may lie lower, and it must be compared separately.

\textbf{Q.} And the frozen level?

\textbf{A.} Use the same geometry $Q$ in both energies of \eqref{eq:grand} and again set the difference to zero. This defines the vertical level
\begin{equation}
v(Q)=\frac{E_B(Q)-E_A(Q)}{n}.
\label{eq:vertical}
\end{equation}
At $Q_A$ it is the energy per electron for adding $n$ electrons to the relaxed state $A$ before any atom moves. At $Q_B$ it is the energy per electron recovered by the reverse change, in which $B$ turns into $A$ at the geometry of $B$. It is a difference of total energies. A Kohn--Sham eigenvalue of an approximate functional is a different quantity and may not be put in its place without a separate argument.

\textbf{Q.} Definitions \eqref{eq:thermo} and \eqref{eq:vertical} share some energies but not all. What connects them?

\textbf{A.} The energy released by relaxation. Define
\begin{align}
\lambda_B&=E_B(Q_A)-E_B(Q_B),\label{eq:lamB}\\
\lambda_A&=E_A(Q_B)-E_A(Q_A).\label{eq:lamA}
\end{align}
Here $\lambda_B$ is released when state $B$, created at the geometry of $A$, relaxes to its own minimum. The roles are exchanged in $\lambda_A$. Neither is negative if $Q_A$ and $Q_B$ are the lowest minima of their surfaces.

Now add and subtract $E_B(Q_B)$ in the vertical level at $Q_A$:
\begin{align}
n\,v(Q_A)&=E_B(Q_A)-E_A(Q_A)\nonumber\\
&=[E_B(Q_A)-E_B(Q_B)]+[E_B(Q_B)-E_A(Q_A)]\nonumber\\
&=\lambda_B+n\varepsilon .
\label{eq:va}
\end{align}
At $Q_B$ add and subtract $E_A(Q_A)$:
\begin{align}
n\,v(Q_B)&=E_B(Q_B)-E_A(Q_B)\nonumber\\
&=[E_B(Q_B)-E_A(Q_A)]-[E_A(Q_B)-E_A(Q_A)]\nonumber\\
&=n\varepsilon-\lambda_A .
\label{eq:vb}
\end{align}

\textbf{Q.} Both states relax downwards in energy. Why does one relaxation energy enter with a plus sign and the other with a minus sign?

\textbf{A.} Because $B$ stands first in the difference and $A$ second. At $Q_A$ it is $B$ that is unrelaxed and too high, which raises $E_B-E_A$. At $Q_B$ it is $A$ that is too high, which lowers the difference. So the thermodynamic level lies between the two vertical ones, $v(Q_B)\leq\varepsilon\leq v(Q_A)$. An empty trap presents a high level to an incoming electron; once it is filled and relaxed, its level is low. If the atoms do not move at all, both relaxation energies vanish and the three levels coincide.

\textbf{Q.} Between them, yes, but that does not place it halfway. What would?

\textbf{A.} Add \eqref{eq:va} and \eqref{eq:vb}, divide by $2n$ and subtract $\varepsilon$:
\begin{equation}
\frac{v(Q_A)+v(Q_B)}{2}-\varepsilon=\frac{\lambda_B-\lambda_A}{2n}.
\label{eq:error}
\end{equation}
No shape of the surfaces has been assumed. The mean of the vertical levels equals $\varepsilon$ if and only if the two relaxation energies are equal.

\textbf{Q.} So what have parabolas to do with it?

\textbf{A.} They supply a reason for the relaxation energies to be equal. Suppose that both surfaces are quadratic with the same symmetric matrix $H$ of second derivatives:
\begin{align}
E_A(Q)&=E_A(Q_A)+\tfrac12(Q-Q_A)^{T}H(Q-Q_A),\label{eq:quadA}\\
E_B(Q)&=E_B(Q_B)+\tfrac12(Q-Q_B)^{T}H(Q-Q_B).\label{eq:quadB}
\end{align}
Rigid translations of the whole crystal are removed, and $H$ is positive definite in the remaining coordinates. With $d=Q_B-Q_A$, definition \eqref{eq:lamA} requires the displacement $+d$ from the minimum of $A$, and \eqref{eq:lamB} requires $-d$ from the minimum of $B$. Hence
\begin{align}
\lambda_A&=\tfrac12 d^{T}Hd,\\
\lambda_B&=\tfrac12(-d)^{T}H(-d)=\tfrac12 d^{T}Hd .
\end{align}
The two minus signs cancel, so $\lambda_A=\lambda_B=\lambda$. The right side of \eqref{eq:error} vanishes, and
\begin{equation}
\boxed{\;\varepsilon=\frac{v(Q_A)+v(Q_B)}{2}\;}
\label{eq:rule}
\end{equation}
In one dimension $H$ is a force constant $k$, and $\lambda=kd^2/2$.

\textbf{Q.} You used the end points alone. What does the vertical level do between them?

\textbf{A.} Let $s=Q-Q_A$, so that $Q-Q_B=s-d$. Subtract \eqref{eq:quadA} from \eqref{eq:quadB} and use the symmetry of $H$:
\begin{align}
n\,v(Q)&=n\varepsilon+\tfrac12(s-d)^{T}H(s-d)-\tfrac12 s^{T}Hs\nonumber\\
&=n\varepsilon-d^{T}Hs+\tfrac12d^{T}Hd .
\end{align}
The terms quadratic in $s$ have cancelled, so $v$ is a linear function. At $s=0$ it gives $\varepsilon+\lambda/n$; at $s=d$ it gives $\varepsilon-\lambda/n$; at $s=d/2$ it gives $\varepsilon$. One vertical level at the midpoint geometry therefore yields the same result as the mean.

\textbf{Q.} Why should two charge states have the same $H$? That looks like an assumption made for convenience.

\textbf{A.} If $E_A$ is quadratic, it follows when the added electrons pull on the atoms with a force that does not depend on where the atoms are. Put $Q_A=0$ and write
\begin{equation}
E_B(Q)=E_A(Q)+n(e_0-g^{T}Q),
\label{eq:linear}
\end{equation}
where $e_0=v(0)$ and $g$ is the force per added electron. A linear term has no second derivative, so $H$ is unchanged. The new minimum obeys $Hd=ng$. Then $\lambda=\frac12d^{T}Hd=\frac12n\,g^{T}d$, and \eqref{eq:va} gives
\begin{equation}
\varepsilon=e_0-\frac{\lambda}{n}=e_0-\tfrac12g^{T}d .
\label{eq:polaron}
\end{equation}
If bonds form, break or stiffen when the charge changes, the force depends on $Q$ and this argument no longer applies.

\textbf{Q.} Then let the curvatures differ. How wrong is the mean?

\textbf{A.} For quadratic surfaces with matrices $H_A$ and $H_B$, the relaxation energies are $\lambda_A=\frac12d^{T}H_Ad$ and $\lambda_B=\frac12d^{T}H_Bd$. Equation \eqref{eq:error} becomes
\begin{equation}
\frac{v(Q_A)+v(Q_B)}2-\varepsilon=\frac{d^{T}(H_B-H_A)d}{4n}.
\label{eq:unequal}
\end{equation}
What counts is the difference in curvature along the line that joins the minima.

A test with four coupled coordinates and $n=2$ used a matrix $H_A$ with 4 on the diagonal and $-1$ beside it, the force $g=(2,1,-1,0.5)$ and $e_0=3$, in model units. With $H_B=H_A$, numerical minimization gave agreement between the mean and $\varepsilon$ within $10^{-4}$. With 2 added to each diagonal element of $H_B$, the condition $H_Bd=2g$ gives $d\approx(0.736,0.415,-0.243,0.126)$ and $d^{T}d\approx0.789$. Equation \eqref{eq:unequal} then predicts $2\times0.789/8=0.197$, which is the error found from the minimized energies.

\textbf{Q.} Can the error be removed using vertical levels alone?

\textbf{A.} In one dimension, yes, if the force constants $k_A$ and $k_B$ are known. Weight each level by the constant of the state that is relaxed there:
\begin{align}
k_Av(Q_A)+k_Bv(Q_B)
&=k_A\Big(\varepsilon+\frac{k_Bd^2}{2n}\Big)+k_B\Big(\varepsilon-\frac{k_Ad^2}{2n}\Big)\nonumber\\
&=(k_A+k_B)\varepsilon .
\label{eq:weighted}
\end{align}
Division by $k_A+k_B$ gives $\varepsilon$.

If the constants are unknown, a third vertical level can replace them. Write $\bar v$ for the mean and $v_{\rm m}$ for the level at the midpoint. There each state is displaced by half of $d$, so its elastic energy is a quarter of its relaxation energy:
\begin{equation}
v_{\rm m}-\varepsilon=\frac{\lambda_B-\lambda_A}{4n}=\frac{\bar v-\varepsilon}{2}.
\end{equation}
Solving for the level gives $\varepsilon=2v_{\rm m}-\bar v$. This holds for quadratic surfaces in any number of coordinates.

\textbf{Q.} To know $Q_A$ and $Q_B$ I must relax both states. Do I not have $\varepsilon$ already?

\textbf{A.} If one method supplies all four total energies, yes: use \eqref{eq:thermo}, and let \eqref{eq:rule} show whether the two relaxation energies are equal. The rule saves work when the geometries come from one method and the vertical levels from a more costly one, such as, for $n=1$, a quasiparticle calculation of electron addition and removal energies at fixed atoms. The result then inherits the errors of both methods, and those of the geometries enter in first order. With the constant force of \eqref{eq:linear}, an error $\delta$ in $Q_B$ changes the mean by $-\frac12g^{T}\delta$.

The mean of the two vertical levels equals the thermodynamic level exactly when the two relaxation energies are equal, as they are for quadratic surfaces of equal curvature. It remains to put numbers to an oxide trap and to see how unequal curvature, anharmonicity, temperature, an electric field, supercell errors and slow capture affect the result or its use.
